# Osmotic Climb Stress of a Copper Edge Dislocation at 600 K

## 1. What dimensions fix

An edge dislocation climbs when its extra half-plane gains or loses atoms. If the crystal holds more vacancies than it would in equilibrium, vacancies arrive at the edge of the half-plane, atoms leave the edge to fill them, and the half-plane shrinks. A tension along the Burgers vector favours the opposite motion, because a longer half-plane makes the crystal longer in that direction. The osmotic climb stress $\sigma$ is the tension at which the two tendencies balance. Tension is counted positive throughout.

Let $c$ be the fraction of lattice sites that are vacant, $c_0$ its equilibrium value in the stress-free crystal at the same temperature $T$, and $S=c/c_0$ the supersaturation. The other quantities at hand are the thermal energy $kT$, the volume per atom $\Omega$ and the Burgers length $b$. Suppose that the energy of forming a vacancy and the fractions $c$ and $c_0$ matter only through the ratio $S$, which Section 2 will confirm for dilute vacancies. The one stress that can then be built from an energy and a volume is $kT/\Omega$, up to a function of dimensionless ratios:

$$\sigma=\frac{kT}{\Omega}\,f\!\left(S,\frac{b^3}{\Omega}\right).$$

In a face-centred cubic crystal with cubic lattice parameter $a$ there are four atoms per cube, so $\Omega=a^3/4$. The Burgers vector is half a face diagonal, so $b=a/\sqrt2$. Hence $b^3/\Omega=\sqrt2$ is a fixed number, and $f$ depends on $S$ alone. Equilibrium requires $f(1)=0$. Dimensions say no more than this; the form of $f$ comes from counting vacancies.

## 2. Leading order: a straight line and dilute, rigid vacancies

Three idealizations define the leading order. The vacancies are dilute and do not interact. The atoms around a vacancy do not relax. The dislocation is straight and can exchange vacancies with the crystal.

**Free energy of one vacancy.** Place $n$ vacancies on $N$ sites, each costing a formation free energy $g$, which includes the vibrational entropy but not the entropy of placement. The free energy is

$$G(n)=n g-kT\ln\binom{N}{n}.$$

The ratio of successive binomial coefficients is $(N-n+1)/n$, so the last vacancy added costs

$$\mu=G(n)-G(n-1)=g-kT\ln\frac{N-n+1}{n}.$$

For $1\ll n\ll N$ the fraction inside the logarithm is $N/n=1/c$, and

$$\mu=g+kT\ln c .$$

At equilibrium in the stress-free crystal, one more vacancy costs nothing. Setting $\mu=0$ gives $c_0=e^{-g/kT}$, that is, $g=-kT\ln c_0$. Substitution yields

$$\mu=kT\ln\frac{c}{c_0}=kT\ln S .$$

The formation free energy has indeed dropped out at fixed $S$. When the dislocation absorbs a vacancy, the crystal releases $kT\ln S$.

**Number of vacancies per area climbed.** Let the edge of the half-plane retreat over an area $A$. The material removed is a sheet of area $A$ and thickness $b$, because the faces on its two sides close up by one Burgers vector. Its volume is $bA$, and it contains

$$N_A=\frac{bA}{\Omega}$$

atoms. Each fills one vacancy. As an example, one close-packed layer has height $a/\sqrt3$, and the crystal repeats along the line after $a\sqrt6/2$. The corresponding piece of sheet has volume

$$\frac{a}{\sqrt2}\cdot\frac{a}{\sqrt3}\cdot\frac{a\sqrt6}{2}=\frac{a^3}{2}=2\,\Omega ,$$

which is two atoms per repeat length.

**Work against the tension.** Closing the gap moves the faces together by $b$ over the area $A$, against a force $\sigma A$. This costs $\sigma bA$.

The same result follows from the Peach–Koehler force per length, $\mathbf F=(\boldsymbol\sigma\mathbf b)\times\boldsymbol\xi$, where $\boldsymbol\xi$ is the unit vector along the line. Choose its sense so that $\hat{\mathbf b}\times\boldsymbol\xi$ points in the direction in which the half-plane grows. Writing $\mathbf t=\boldsymbol\sigma\mathbf b$, the climb component is

$$(\mathbf t\times\boldsymbol\xi)\cdot(\hat{\mathbf b}\times\boldsymbol\xi)
=(\mathbf t\cdot\hat{\mathbf b})(\boldsymbol\xi\cdot\boldsymbol\xi)-(\mathbf t\cdot\boldsymbol\xi)(\boldsymbol\xi\cdot\hat{\mathbf b})
=\mathbf t\cdot\hat{\mathbf b}=\sigma b ,$$

since $\boldsymbol\xi$ is perpendicular to $\hat{\mathbf b}$ for an edge dislocation. For a general stress, $\sigma$ here is the normal component along $\mathbf b$.

**Balance.** The change of free energy on absorbing vacancies over the area $A$ is

$$\Delta G=-\frac{bA}{\Omega}\,kT\ln S+\sigma bA .$$

It vanishes when

$$\boxed{\;\sigma_0=\frac{kT}{\Omega}\ln S\;}$$

so $f(S)=\ln S$. The Burgers length cancels because a larger $b$ raises the number of absorbed vacancies and the mechanical work in the same proportion. Below $\sigma_0$ the line absorbs vacancies; above it, the line emits them. For $S<1$ the stress is negative: a compression is needed to stop emission.

## 3. The number for copper

The lattice parameter of copper near room temperature is about 0.36 nm. The example uses $a=0.3615$ nm as a chosen input. Then

$$\Omega=\frac{(0.3615\ \text{nm})^3}{4}=0.01181\ \text{nm}^3,\qquad b=\frac{0.3615\ \text{nm}}{\sqrt2}=0.2556\ \text{nm}.$$

At 600 K, $kT=0.0517$ eV and $kT/\Omega=0.701$ GPa. For $S=2$,

$$\sigma_0=0.701\ \text{GPa}\times0.693=0.486\ \text{GPa}\approx 0.49\ \text{GPa}.$$

In other units this is 486 MPa. The energy released per vacancy is only $kT\ln2=0.036$ eV. The stress is large because this energy is divided by the volume of a single atom. The force per length is $\sigma_0 b=0.124$ N/m.

**Small supersaturation.** With $S=1+s$ and $|s|\ll1$,

$$\sigma_0=\frac{kT}{\Omega}\left(s-\frac{s^2}{2}+\dots\right).$$

A one per cent excess therefore corresponds to about 7 MPa at 600 K. At $s=1$ this expansion is of no use: its first term gives 0.70 GPa and its first two terms give 0.35 GPa, on either side of 0.49 GPa. The logarithm has to be kept.

**Cooling at fixed vacancy content.** At fixed $S$ the stress is proportional to $T$. If instead $c$ is held fixed while the crystal cools, $c_0$ falls and $S$ rises. Write $g=E-Ts_f$, with formation energy $E$ and formation entropy $s_f$ independent of temperature, and let $S=2$ at $T_0=600$ K. From $\mu=g+kT\ln c$ and $\ln c=\ln2-E/kT_0+s_f/k$,

$$\sigma_0\Omega=E-Ts_f+kT\left(\ln2-\frac{E}{kT_0}+\frac{s_f}{k}\right)=E\left(1-\frac{T}{T_0}\right)+kT\ln2 .$$

With the rough value $E=1.3$ eV, the first term grows by $1.3/600=0.0022$ eV per kelvin of cooling, about 6 % of the initial 0.036 eV. The second term shrinks far more slowly. A modest quench can thus produce a large osmotic stress, as long as the vacancies have not yet found sinks: cooling by 50 K gives 1.9 GPa. At 300 K the formula gives about 9 GPa, which measures the chemical driving force only and is not a tension that a copper grain could carry in balance.

## 4. Beyond the dilute limit

The dilute approximation can be tested by keeping every configuration. Let the dislocation emit and absorb vacancies under a fixed tension $\sigma$. Emission adds an atom's volume to the half-plane, so the tension does work $\sigma\Omega$ and the cost falls to $g-\sigma\Omega$. Emission conserves the number of atoms, $M$, and adds one site per vacancy, so a crystal with $n$ vacancies has $M+n$ sites. With $x=e^{-(g-\sigma\Omega)/kT}<1$, this state has weight $\binom{M+n}{n}x^n$. The weights sum to $(1-x)^{-(M+1)}$, so the mean number of vacancies is

$$\bar n=x\frac{d}{dx}\ln(1-x)^{-(M+1)}=(M+1)\frac{x}{1-x}.$$

For a large crystal $\bar n/M=x/(1-x)$, and the vacancy fraction is

$$c=\frac{\bar n}{M+\bar n}=x .$$

At zero stress the same relation gives $c_0=e^{-g/kT}$. Hence $c/c_0=e^{\sigma\Omega/kT}$, and setting $c=Sc_0$ gives

$$\frac{\sigma\Omega}{kT}=\ln S .$$

As long as the vacancies do not interact, the vacancy fraction brings no correction at all. The added sites matter here: holding the number of sites fixed would give $c=x/(1+x)$ and, to first order in $c_0$, a spurious term $(S-1)c_0$ in $\sigma\Omega/kT$. Interactions between vacancies do bring in a correction, which for pairs is proportional to $c_0$ and grows with their binding energy. With $E=1.3$ eV and the rough entropy $s_f=2k$, $c_0=8.9\times10^{-11}$ at 600 K, so weakly bound pairs have a negligible effect. The next section turns to the other two idealizations.

## 5. First corrections from relaxation and curvature

**Relaxation around the vacancy.** The neighbours of a vacancy move slightly inward, so the crystal volume changes by $V_r=v\,\Omega$ with $v<0$. The vacancy site has cubic symmetry, so this change is shared equally by the three axes, and one third of it acts along the tension. Emission now does work $\sigma(\Omega+V_r/3)$, and absorption costs the same amount. For a grain under uniform uniaxial tension, with $S$ still referred to the stress-free crystal,

$$\sigma=\frac{\sigma_0}{1+v/3}=\sigma_0\left(1-\frac v3+\frac{v^2}{9}-\dots\right).$$

For the rough value $v=-0.25$ the first correction is $+8.3$ %. The unexpanded factor gives $+9.1$ % and $\sigma=0.53$ GPa.

**Curvature of a pinned line.** Suppose the line is held at two points a distance $L$ apart and climbs into a circular arc of half-angle $\theta$. Its radius is $R=L/(2\sin\theta)$. The arc length and swept area are

$$\ell=\frac{L\theta}{\sin\theta},\qquad A=R^2(\theta-\sin\theta\cos\theta)=\frac{L^2}{4}\left(\frac{\theta}{\sin^2\theta}-\cot\theta\right).$$

Differentiation gives

$$\frac{d\ell}{d\theta}=\frac{L(\sin\theta-\theta\cos\theta)}{\sin^2\theta},\qquad
\frac{dA}{d\theta}=\frac{L^2(\sin\theta-\theta\cos\theta)}{2\sin^3\theta},$$

and therefore

$$\frac{d\ell}{dA}=\frac{2\sin\theta}{L}=\frac1R .$$

If the line has energy $W$ per length, taken as constant, climbing over $dA$ costs an extra $W\,dA/R$. Adding this to the balance, and including relaxation, gives

$$\sigma b\left(1+\frac v3\right)=\frac{b}{\Omega}kT\ln S-\frac WR
\quad\Rightarrow\quad
\sigma=\frac{1}{1+v/3}\left(\frac{kT}{\Omega}\ln S-\frac{W}{bR}\right).$$

The curvature term vanishes for a straight line and is greatest for a semicircle, where $R=L/2$. Elastic energy per length scales as shear modulus times $b^2$. The factor depends logarithmically on the size of the strained region, and one half is taken here as a rough value: $W=\mu_s b^2/2$. The greatest back stress is then

$$\frac{2W}{bL}=\frac{\mu_s b}{L}.$$

With $\mu_s=42$ GPa, a rough value for hot copper, and $L=100$ nm, this is

$$\frac{42\times0.2556}{100}\ \text{GPa}=0.107\ \text{GPa},$$

or 22 % of $\sigma_0$. At the semicircle, the balancing tension with both corrections is $(0.486-0.107)/0.917\approx0.41$ GPa, against 0.53 GPa for the straight line. A line that bows by climb stays pure edge, and its energy factor may be nearer 0.6 or 0.7 than one half. The back stress would then be 0.13 to 0.15 GPa, and the balancing tension 0.37 to 0.39 GPa.

Without applied stress, a segment can bow past the semicircle if $\sigma_0>\mu_s b/L$. This requires

$$L>\frac{\mu_s b}{\sigma_0}\approx22\ \text{nm}.$$

Shorter segments come to rest before they reach a semicircle. This threshold inherits the uncertainty of $W$, which may be tens of per cent. Copper is elastically anisotropic: the energy of an edge line varies by roughly 30 % with its direction in the climb plane, so the bowed line is not exactly circular. The threshold also presumes that $S$ stays fixed; bowing a 22 nm segment into a semicircle takes about 4100 vacancies.

**Thermal expansion.** The volume $\Omega$ was taken near room temperature. With a rough linear expansion coefficient of $1.7\times10^{-5}$ per kelvin and 300 K of heating, $\Omega$ grows by about 1.5 % and $\sigma_0$ falls by the same fraction, to 0.48 GPa. This is smaller than the relaxation correction, and smaller than the greatest curvature correction for segments shorter than about 1500 nm.

## 6. How long the driving force lasts

The balance assumed that $S$ stays fixed while the line climbs. Consider a closed cubic grain of edge 1000 nm. It has $8.5\times10^{10}$ sites and, with the $c_0$ above, an average of 7.5 vacancies in equilibrium. Twofold supersaturation adds another 7.5. A line 1000 nm long that climbs by one close-packed layer, of height $a/\sqrt3=0.2087$ nm, needs

$$\frac{0.2556\times0.2087\times1000}{0.01181}\approx4500$$

vacancies. The whole excess supplies less than 0.2 % of that.

The value of $c_0$ is uncertain: an error of 0.1 eV in $E$ changes it by a factor $e^{0.1/0.0517}\approx7$. The conclusion survives such an error. In a closed grain of this size at 600 K and $S=2$, the osmotic stress is an initial driving force that disappears long before the line has advanced by one layer. With the same rough $E$ and $s_f$, the excess covers one layer only when $S$ reaches about 600, as after a quench to 600 K from about 800 K; a quench from 900 K supplies about seven layers. At modest supersaturation, continued climb needs a continuing supply of vacancies, for instance where electromigration brings in more vacancies than it carries away.

## 7. Copper interconnects

The temperature of 600 K belongs to processing or accelerated testing and lies well above normal chip operation. The value $S=2$ is chosen, not measured; grain boundaries and interfaces that absorb vacancies readily would hold $S$ closer to one, and the stress falls accordingly. Nor is 0.49 GPa necessarily a uniaxial load that the metal could carry. A tension along $[110]$ puts no shear on the dislocation's own slip system, because its slip plane contains the tension axis. On the $(111)$ plane and the $[10\bar1]$ direction, however, the resolved fraction is

$$\frac{2}{\sqrt6}\cdot\frac12=0.408,$$

the largest among the $\{111\}\langle110\rangle$ systems. The resolved shear is 0.20 GPa, twice a rough flow stress of 0.10 GPa. Copper with that flow stress would deform by glide before the applied uniaxial tension reached the balance.

In an interconnect confined by stiff surroundings, the stress can be nearly equal along all three axes. The resolved shear is then small. The whole relaxation volume does work, so the factor $1+v/3$ of Section 5 becomes $1+v$, and the balance for a straight line lies at $0.486/0.75\approx0.65$ GPa. In either case the osmotic stress is best read as a measure of the chemical driving force. It also gives no climb rate, which depends on vacancy diffusion and on the steps along the line where vacancies are absorbed.

All numerical values are calculated from the stated model.
